# Linear E2g splitting and sigma-band coupling in magnesium diboride

## Question

I am trying to understand why the in-plane boron stretch of MgB2 couples so strongly to the σ holes. In this E2g mode the two borons of a cell move in opposite directions. At Γ the top of the σ band is doubly degenerate, and the mode is supposed to split it linearly, with a deformation potential near 13 eV/Å. From that number and two cylindrical hole sheets one should be able to estimate λ by hand.

I am stuck in three places.

1. Reversing the displacement looks like a symmetry to me, because inversion flips every displacement vector. Then the energies should be even in \(u\), and a linear splitting looks suspicious.
2. The degeneracy sits at Γ, but the electrons that matter are on the Fermi surface, where the bands are already split. Why should the splitting at Γ determine their coupling?
3. My λ changes by factors of 2 and 4 according to whether I use one boron mass or two, and whether 13 eV/Å is the shift of a band or the distance between the bands.

Could someone do this with all the factors in place?

## Answer

I use eV and Å, which suit a deformation potential better than atomic units, and give band masses in electron masses. Boron A moves by \(+\mathbf u\) and boron B by \(-\mathbf u\), so \(u\) is the displacement of each atom. \(D\) is the shift of one band per unit \(u\); the distance between the bands is then \(2D|\mathbf u|\). I take 13 eV/Å to be \(D\) in this sense and return to the other reading at the end.

### Why a linear term is allowed

Inversion about a hexagon centre reverses each displacement vector, but it also exchanges A and B. The new displacement of A is minus the old displacement of B, which is \(-(-\mathbf u)=\mathbf u\). The pattern is even under inversion, so inversion does not relate \(\mathbf u\) to \(-\mathbf u\).

For a displacement along a bond the two patterns are in fact different. Let \(\mathbf n_1,\mathbf n_2,\mathbf n_3\) be the unit vectors from A to its three B neighbours, at angles 0° and ±120° from \(x\). A bond vector changes by
\[
\mathbf w=\mathbf u_B-\mathbf u_A=-2\mathbf u .
\]
For \(\mathbf u\) along \(+x\), the lengths change by \(\mathbf n\cdot\mathbf w=-2u,\,+u,\,+u\): one bond shortens and two lengthen. For \(-\mathbf u\), one lengthens and two shorten. For \(\mathbf u\) along \(y\), by contrast, the mirror \(y\to-y\) keeps A and B and sends \(\mathbf u\) to \(-\mathbf u\), so there reversal is a symmetry. That does not forbid a linear splitting either. It only makes the set of levels even in \(u\), and the pair \(E_0\pm D|\mathbf u|\) found below is even: reversing \(\mathbf u\) exchanges which state goes up. The count that follows shows that symmetry allows a linear term; the bond model after it shows what sets its size.

The electronic doublet is
\[
|x\rangle=\frac{|p_x^A\rangle-|p_x^B\rangle}{\sqrt2},\qquad
|y\rangle=\frac{|p_y^A\rangle-|p_y^B\rangle}{\sqrt2}.
\]
It transforms like the displacement pattern, so both are E2g. Under the 12 in-plane point operations its characters \(\chi\) are 2 (identity), −1 (two 60° rotations), −1 (two 120° rotations), 2 (180° rotation) and 0 (six mirrors).

At Γ the orbitals can be chosen real, so the perturbation is a real symmetric 2×2 matrix. Such matrices transform as the symmetric square of the doublet, with characters \(\tfrac12[\chi(g)^2+\chi(g^2)]\), which are 3, 0, 0, 3 and 1 in the same order. The number of invariants linear in the E2g displacement is therefore
\[
\frac{1}{12}\left(2\cdot3+0+0+2\cdot3+0\right)=1 .
\]
There is one coupling constant. For a displacement that is odd under inversion (E1u), the characters are 2, 1, −1, −2 and 0, and the count is \((6-6)/12=0\).

### The splitting from the bonds

A nearest-neighbour model shows where the constant comes from. The hopping between \(p\) orbitals along a bond of length \(d\) and direction \(\mathbf n\) is
\[
T_{ij}=\Delta\,n_in_j+V_\pi\delta_{ij},\qquad \Delta=V_\sigma-V_\pi>0 ,
\]
where \(V_\sigma\) and \(V_\pi\) are the hoppings for orbitals along and across the bond. The minus sign in the doublet states makes their energy matrix \(\varepsilon_p\delta_{ij}-\sum_{\mathbf n}T_{ij}\).

To first order in \(\mathbf w\), the length changes by \(\mathbf n\cdot\mathbf w\) and the direction by \([\mathbf w-\mathbf n(\mathbf n\cdot\mathbf w)]/d\). With primes for derivatives with respect to \(d\),
\[
\begin{aligned}
\delta T_{ij}={}&(\mathbf n\cdot\mathbf w)\left(\Delta' n_in_j+V_\pi'\delta_{ij}\right)\\
&+\frac{\Delta}{d}\left[w_in_j+n_iw_j-2(\mathbf n\cdot\mathbf w)n_in_j\right].
\end{aligned}
\]
Now sum over the three bonds. Since \(\sum\mathbf n=0\), the term in \(V_\pi'\) and the terms \(w_in_j+n_iw_j\) vanish, leaving
\[
\sum\delta T=\left(\Delta'-\frac{2\Delta}{d}\right)\sum_{\mathbf n}(\mathbf n\cdot\mathbf w)\,\mathbf n\mathbf n .
\]

Let \(\tau_z,\tau_x\) be Pauli matrices in the basis \(|x\rangle,|y\rangle\). For a bond at angle \(\theta\),
\[
\mathbf n\mathbf n=\tfrac12\left(1+\cos2\theta\,\tau_z+\sin2\theta\,\tau_x\right).
\]
Over the three angles, \(\sum\cos\theta\cos2\theta=1+\tfrac14+\tfrac14=\tfrac32\) and \(\sum\sin\theta\sin2\theta=-\tfrac34-\tfrac34=-\tfrac32\). The mixed sums vanish, and so does the part proportional to the unit matrix. Hence
\[
\sum_{\mathbf n}(\mathbf n\cdot\mathbf w)\,\mathbf n\mathbf n=\tfrac34\left(w_x\tau_z-w_y\tau_x\right).
\]
Insert \(\mathbf w=-2\mathbf u\) and the minus sign of the energy matrix:
\[
H_1=\frac32\left(\Delta'-\frac{2\Delta}{d}\right)(u_x\tau_z-u_y\tau_x).
\]
The hopping falls with distance, so the bracket is negative, and
\[
H_1=-D\,(u_x\tau_z-u_y\tau_x),\qquad
D=\frac32\left|\Delta'-\frac{2\Delta}{d}\right| .
\]
Because \(\tau_z\) and \(\tau_x\) anticommute and square to one, \(H_1^2=D^2|\mathbf u|^2\). The trace of \(H_1\) is zero. The two levels are therefore
\[
E=E_0\pm D|\mathbf u| .
\]
To first order the splitting is the same for every in-plane direction of \(\mathbf u\), and the mean does not move. The sign makes sense: for \(\mathbf u\) along \(+x\) the bond along \(x\) shortens, and the bonding state \(|x\rangle\) goes down.

The 2s orbitals do not spoil this. At \(\mathbf u=0\) their coupling to the doublet at Γ is proportional to \(\sum\mathbf n=0\). The distortion creates a coupling linear in \(u\), but across a finite energy gap, so it changes the energies at order \(u^2\).

For a numerical test I took hoppings that fall as \(d^{-2}\). Then \(\Delta'=-2\Delta/d\) and \(D=6\Delta/d\). The round value \(\Delta=4\) eV and the bond length \(d=1.790\) Å, which is a lattice constant of 3.1 Å divided by \(\sqrt3\), give 13.41 eV/Å. They were chosen to land near 13, so this is no prediction of \(D\). Diagonalizing the distorted layer with s orbitals included gives the same slope in all twelve directions tried. At \(u=\pm0.05\) Å along \(x\) the splittings are 1.346 eV for the minus sign and 1.326 eV for the plus sign, against 1.341 eV from the linear law. The small difference between the signs reflects the inequivalence of the two patterns.

### From Γ to the Fermi surface

Inversion forbids terms linear in \(\mathbf k\) within the doublet. At second order symmetry allows two invariants:
\[
H_0=E_0-ak^2-b\left[(k_x^2-k_y^2)\tau_z+2k_xk_y\tau_x\right].
\]
With \(\mathbf k=k(\cos\theta,\sin\theta)\) the second one is \(-bk^2(\cos2\theta\,\tau_z+\sin2\theta\,\tau_x)\), with eigenvalues \(\mp bk^2\). The energies are \(E_0-(a\pm b)k^2\). Symmetry does not fix the relative size of \(a\) and \(b\); if \(a>|b|\), as in the test layer, both bands curve downwards and there are two circular hole sheets with \(\hbar^2/2m_{1,2}=a\pm b\). Their states have the \(p\) orbitals parallel or perpendicular to \(\mathbf k\).

Add the distortion, with \(\mathbf u=|\mathbf u|(\cos\varphi,\sin\varphi)\). The coefficients of \(\tau_z\) and \(\tau_x\) add like the components of a plane vector, and its length gives
\[
E=E_0-ak^2\pm\sqrt{b^2k^4+D^2u^2+2bk^2D|\mathbf u|\cos(2\theta+\varphi)} .
\]
At \(k=0\) this is the splitting \(\pm D|\mathbf u|\). For \(D|\mathbf u|\ll |b|k^2\) and \(b>0\) it becomes \(\pm[bk^2+D|\mathbf u|\cos(2\theta+\varphi)]\). The two sheets then shift in opposite directions, by an amount that depends on angle and vanishes at four points of each circle. The same \(D\) governs both regimes.

That diagonal shift is not the whole coupling, because phonons also scatter electrons from one point to another and between the sheets. Take any two real normalized states of the doublet, \(|\alpha\rangle=(\cos\alpha,\sin\alpha)\) and \(|\beta\rangle=(\cos\beta,\sin\beta)\). Then
\[
\langle\alpha|\tau_z|\beta\rangle=\cos(\alpha+\beta),\qquad
\langle\alpha|\tau_x|\beta\rangle=\sin(\alpha+\beta),
\]
and the squares add to one. The modes \(u_x\) and \(u_y\) separately can miss a given pair of states, but together they couple every pair with strength \(D^2\). No angular average is needed.

This uses the coupling matrix at Γ for phonons of finite wave vector \(\mathbf q=\mathbf k'-\mathbf k\), so it holds for small sheets. In the test layer with a Fermi level 0.002 eV below the band top, the strength of one mode ranges from 0 to \(D^2\) over the pairs, while the two-mode sum stays between 0.998 and 1.000 times \(D^2\).

### Which mass, and the formula for λ

Two borons move, so each component has kinetic energy \(2\cdot\tfrac12M\dot u^2=\tfrac12(2M)\dot u^2\), where \(M\) is one boron mass. An oscillator of mass \(2M\) has the zero-point mean square
\[
\langle u_x^2\rangle=\frac{\hbar}{2(2M)\omega}=\frac{\hbar}{4M\omega},
\qquad g^2=D^2\,\frac{\hbar}{4M\omega}.
\]
You may instead use the normalized coordinate \(Q=\sqrt2\,u\), with mass \(M\) and \(\langle Q^2\rangle=\hbar/2M\omega\). The slope is then \(D/\sqrt2\), and \(g^2\) is unchanged. Combining \(\hbar/2M\omega\) with the unreduced \(D\) gives your factor of 2.

Let \(N_\sigma\) be the σ density of states per spin and cell. For \(N_c\) cells, the coupling within the σ sheets is
\[
\lambda_{\sigma\sigma}=\frac{2}{N_\sigma\hbar\omega}\,\frac1{N_c^2}
\sum_{\mathbf k n,\mathbf k'n'}\sum_\nu|g^\nu_{\mathbf k'n',\mathbf kn}|^2\,
\delta(\varepsilon_{\mathbf kn}-E_F)\,\delta(\varepsilon_{\mathbf k'n'}-E_F),
\]
where \(n,n'\) label sheets, \(\nu\) the two modes, and \(\omega\) is taken as constant. By the sum rule \(\sum_\nu|g^\nu|^2=g^2\) for every pair, and the two delta functions give \(N_\sigma^2\). So
\[
\lambda_{\sigma\sigma}=\frac{2N_\sigma g^2}{\hbar\omega}=\frac{N_\sigma D^2}{2M\omega^2}.
\]

For the density of states, neglect dispersion along \(k_z\). With cell area \(A\), a circle of radius \(k\) holds \(A\pi k^2/(2\pi)^2=Ak^2/4\pi\) states per spin and cell. With \(k^2=2m\varepsilon/\hbar^2\), where \(\varepsilon\) is the depth below the band top, this is \(Am\varepsilon/2\pi\hbar^2\). Differentiating and adding the two sheets gives
\[
N_\sigma=\frac{A(m_1+m_2)}{2\pi\hbar^2}.
\]
The hole depth has dropped out. In this model λ does not fade as the pockets shrink, unlike in three dimensions, where the density of states of a parabolic band vanishes at its edge. The formula ceases to apply when the depth becomes comparable to \(\hbar\omega\), because it places both electron states at the Fermi level.

Evaluating the double sum numerically on the contours of the test layer, with finite-\(\mathbf q\) matrix elements, gives 1.263 for the 0.002 eV pocket. The formula, with that layer's own masses and \(D\), also gives 1.263. This pocket is much shallower than \(\hbar\omega\), so the agreement checks the evaluation of the double sum, not its physical validity at that depth.

### The estimate

I use round parameters of the size relevant to MgB2: lattice constant \(a=3.1\) Å (not the band coefficient \(a\) used above), \(\hbar\omega=70\) meV, hole masses 0.3 and 0.6, and \(M=10.81\) u. The cell area is \(A=\sqrt3a^2/2=8.323\) Å\(^2\). With \(\hbar^2/m_e=7.620\) eV Å\(^2\),
\[
N_\sigma=\frac{8.323\times0.9}{2\pi\times7.620}=0.156\ \text{states/(eV spin cell)}.
\]
With \(\hbar^2/\mathrm u=0.004180\) eV Å\(^2\),
\[
\sqrt{\langle u_x^2\rangle}=\sqrt{\frac{0.004180}{4\times10.81\times0.070}}=0.0372\ \text{Å},
\]
so \(g=13\times0.0372=0.483\) eV, and
\[
\lambda_{\sigma\sigma}=\frac{2\times0.1564\times0.483^2}{0.070}\approx1.04 .
\]
The inputs justify no more than "about 1".

Scattering between the sheets supplies the fraction \(2m_1m_2/(m_1+m_2)^2=0.36/0.81\approx0.44\) of this. Keeping the scattering within each sheet alone would leave about 0.58. Both sheets, and the scattering between them, therefore have to be counted.

If 13 eV/Å were the full splitting per displacement of each boron, \(D\) would be 6.5 eV/Å and λ would drop to 0.26. That is your factor of 4, and a quoted deformation potential needs its definition beside it. The frequency matters as well: 60 meV gives 1.42 and 80 meV gives 0.80. The \(\omega\) to insert is that of the actual phonon, including any softening by the holes, because that is the phonon the electrons exchange.

This λ belongs to the σ sheets. In an average over the whole Fermi surface the prefactor is \(1/N_{\rm tot}\) instead of \(1/N_\sigma\), so the same processes contribute \(\lambda_{\sigma\sigma}N_\sigma/N_{\rm tot}\). For an assumed σ share of 0.4 that is 0.42. Coupling involving the π bands, and all other modes, would have to be added.

### How far to trust it

Real pockets are not tiny. With the Fermi level 0.5 eV below the band top, the test layer gives λ = 1.280, close to the small-pocket 1.263. This sum keeps the opposite-motion pattern of the Γ mode at every \(\mathbf q\), with only the phase of the wave added at each atom; the true phonon eigenvectors change with \(\mathbf q\). The agreement hides a cancellation: the density of states is 1.275 times its parabolic value, so the mean squared coupling must have fallen to \((1.280/1.263)/1.275\approx0.79\) of \(D^2\hbar/4M\omega\). Nothing here guarantees such a cancellation in another band structure.

The motion is also large. With both components, the rms displacement is 0.0526 Å. A uniform frozen distortion of that size would split the doublet by \(2\times13\times0.0526\approx1.37\) eV, so each band top would move by \(13\times0.0526\approx0.68\) eV. That shift exceeds the 0.5 eV depth just considered, so with the Fermi level held fixed the lower band top would drop below it. In the crystal the zero-point motion is spread over many wave vectors, so this is not a splitting of the actual bands. It does warn that terms beyond linear coupling, and anharmonicity of the mode, may matter. The estimate also leaves out \(k_z\) dispersion and the variation of \(\omega\) with \(\mathbf q\). The numerical output below lists the remaining values.

## Table of computed values

```
SYMMETRY COUNTS (linear coupling invariants)
E2g displacement, symmetric square: 1
E1u displacement, symmetric square: 0
E2g displacement, antisymmetric square: 0
TIGHT-BINDING TEST LAYER
onsite s, p: -5.0, 0.0 eV
hoppings ss, sp, pp-sigma, pp-pi: -3.0, 4.0, 3.0, -1.0 eV
bond length: 1.7898 A
doublet energy at Gamma: -3.0000 eV
D from formula: 13.409 eV/A
D from diagonalization, min and max over directions: 13.409, 13.410 eV/A
splitting at u = +0.05 A and -0.05 A along x: 1.326, 1.346 eV
linear law at |u| = 0.05 A: 1.341 eV
hole masses at Gamma: 0.231, 0.793 m_e
small pocket (depth 0.002 eV), relative radius spread: 3.4e-05
small pocket, two-mode pair strength / D^2, min and max: 0.9982, 0.9999
small pocket, one-mode pair strength / D^2, min and max: 0.0000, 0.9999
lambda from formula: 1.2634
lambda from double Fermi sum, small pocket: 1.2632
lambda from double Fermi sum, depth 0.5 eV: 1.2798
density of states ratio to formula, depth 0.5 eV: 1.275
mean Fermi radii, depth 0.5 eV: 0.180, 0.346 1/A
WORKED ESTIMATE
lattice constant: 3.1 A; cell area: 8.323 A^2
D: 13.0 eV/A; phonon energy: 70 meV
boron mass: 10.81 u; hole masses: 0.3, 0.6 m_e
hbar^2/m_e: 7.6200 eV A^2; hbar^2/u: 0.004180 eV A^2
N_sigma: 0.1564 states/(eV spin cell)
zero-point rms u, one component: 0.0372 A
zero-point rms |u|, both components: 0.0526 A
coupling energy g: 0.483 eV
splitting at rms |u|: 1.366 eV
D^2/(2 M omega^2): 6.668 eV
lambda within sigma sheets: 1.043
lambda at phonon energy 60 meV: 1.420
lambda at phonon energy 80 meV: 0.799
lambda if 13 eV/A were the full splitting: 0.261
assumed sigma share of total density of states: 0.4
contribution to Fermi-surface average: 0.417
```
